# Why the np1/2 nuclear-size shift exceeds that of np3/2

For a nucleus much smaller than the reduced Compton length, Schrödinger theory gives the p1/2 levels of a hydrogen-like ion the wrong nuclear-size shift. It does not distinguish np1/2 from np3/2, and because its p density vanishes at the origin, their common shift is tiny. For charge $Z=10$ and a root-mean-square (rms) nuclear radius of 3 fm, that is $2.56\times10^{-14}$ hartree for $n=2$. The Dirac equation gives $2.81\times10^{-9}$ hartree for 2p1/2, about $10^5$ times more, while 2p3/2 stays near the Schrödinger value.

The result that repairs the estimate is

$$\frac{\Delta E(np_{1/2})}{\Delta E(ns)}=(Z\alpha)^2\,\frac{n^2-1}{4n^2},\qquad n\ge2 .$$

It holds to leading order in $Z\alpha$ for one electron and a fixed spherical nucleus whose radius $R$ is much smaller than the reduced Compton length. Screening, recoil, radiative effects and nuclear deformation are left out.

## Back of the envelope

Spreading the nuclear charge changes the potential only inside the nucleus. A level whose density there is nearly constant shifts in proportion to that density.

The small component is roughly $\boldsymbol\sigma\cdot\mathbf p/(2c)$ acting on the large one. This operator keeps $j$ and reverses parity, so it turns $p_{1/2}$ into an s-like function, which need not vanish at the origin, and $p_{3/2}$ into a d-like one, which does. With momentum of order $Z$, the p1/2 density at the nucleus is about $(Z/2c)^2=(Z\alpha)^2/4$ of the s density. The factor $(n^2-1)/n^2$ needs the actual wave functions.

## An identity for the shift

I use atomic units, $c=1/\alpha$, so the reduced Compton length is $1/c$. The energy $\varepsilon$ excludes the rest energy. With large and small radial functions $G=rg$ and $F=rf$,

$$G'=-\frac{\kappa}{r}G+\frac{2c^2+\varepsilon-V}{c}F,\qquad F'=\frac{\kappa}{r}F-\frac{\varepsilon-V}{c}G,$$

where $\kappa=-1,\,1,\,-2$ for $s_{1/2},p_{1/2},p_{3/2}$.

Let the subscript 0 denote the point nucleus, $V_0=-Z/r$, and set $\delta V=V-V_0$, $\Delta E=\varepsilon-\varepsilon_0$. In the derivative of $G_0F-F_0G$ the $\kappa$ terms cancel in pairs. The coefficient of $G_0G$ is $[(\varepsilon_0-V_0)-(\varepsilon-V)]/c$, and that of $F_0F$ is the same, because the $2c^2$ cancels. Thus

$$(G_0F-F_0G)'=\frac{\delta V-\Delta E}{c}\,(G_0G+F_0F).$$

Bound solutions vanish at both ends, so integration gives

$$\Delta E\int_0^\infty(G_0G+F_0F)\,dr=\int_0^\infty\delta V\,(G_0G+F_0F)\,dr .$$

This does not assume that $\delta V$ is weak, and it separates the two components. For normalized states of equal sign the left integral is 1 at leading order, since the tiny shift hardly alters the wave function at atomic distances.

The right side needs moments of $\delta V$. For nuclear density $\rho$ normalized to one, $\nabla^2\delta V=4\pi Z(\rho-\delta)$. Since $\nabla^2r^{k+2}=(k+2)(k+3)r^k$, moving the Laplacian onto $\delta V$ gives

$$\int_0^\infty\delta V\,r^{k+2}dr=\frac{Z\langle r^{k+2}\rangle}{(k+2)(k+3)},\qquad k=0,2 .$$

The surface terms vanish, because $\delta V=0$ outside the nucleus and the powers of $r$ remove those at the origin. The delta function contributes nothing, since $r^{k+2}=0$ there. The denominators are 6 and 20.

## Amplitudes near the nucleus

At low $Z$ the large components at atomic distances are Schrödinger functions. Let $u$ be the normalized ns function, with $u=ar+\dots$ near the origin. It obeys

$$u''=\left(-\frac{2Z}{r}+\frac{Z^2}{n^2}\right)u .$$

Multiply by $2u'$ and integrate from 0 to infinity. The left side gives $-a^2$. On the right, the constant term gives zero, and integrating the other by parts gives $-2Z\langle r^{-2}\rangle$. Hence $a^2=2Z\langle r^{-2}\rangle$.

To find $\langle r^{-2}\rangle$, differentiate $E=-Z^2/[2(n_r+l+1)^2]$ with respect to $l$ at fixed radial node number $n_r$. The Hamiltonian depends on $l$ through $l(l+1)/(2r^2)$, so the Hellmann–Feynman theorem gives $(l+\tfrac12)\langle r^{-2}\rangle=Z^2/n^3$. As $l\to0$, $\langle r^{-2}\rangle=2Z^2/n^3$, and

$$a^2=\frac{4Z^3}{n^3}.$$

The np function follows from $u$ through $D=d/dr-1/r+Z$, whose adjoint is $D^\dagger=-d/dr-1/r+Z$. Multiplying out,

$$D^\dagger D=-\frac{d^2}{dr^2}-\frac{2Z}{r}+Z^2,\qquad DD^\dagger=-\frac{d^2}{dr^2}+\frac{2}{r^2}-\frac{2Z}{r}+Z^2 .$$

Apart from the constant $Z^2$, these are twice the radial Hamiltonians for $l=0$ and $l=1$. Since $D^\dagger Du=Z^2(1-1/n^2)u$, applying $D$ once more shows that $Du$ is an $l=1$ eigenfunction with the same energy. Its squared norm is $Z^2(1-1/n^2)$.

The equation for $u$ fixes its series:

$$u=a\left[r-Zr^2+\frac{Z^2}{6}\left(2+\frac1{n^2}\right)r^3+\dots\right].$$

In $Du$ the terms of order $r^0$ and $r^1$ cancel. The coefficient of $r^2$ is

$$a\left[\frac{Z^2}{3}\left(2+\frac1{n^2}\right)-Z^2\right]=-\frac{aZ^2}{3}\left(1-\frac1{n^2}\right).$$

Divide by the norm and choose the overall sign to be positive. Then $G=Ar^2$ near the origin, with

$$A=\frac{aZ}{3}\sqrt{1-\frac1{n^2}},\qquad A^2=\frac{4Z^5(n^2-1)}{9n^5}.$$

## The p1/2 small component

For $Z/(2c^2)\ll r\ll1/Z$, both $|V|$ and $|\varepsilon|$ are negligible beside $2c^2$. The first radial equation with $\kappa=1$ then gives

$$F=\frac{1}{2c}\left(G'+\frac Gr\right)=\frac{2Ar+Ar}{2c}=br,\qquad b=\frac{3A}{2c}.$$

So $f$ tends to a constant $b$, although $g=Ar$ tends to zero.

This relation cannot simply be continued to the nuclear surface. In the example below, $|V(R)|/(2c^2)=3.6$. Keep $V=-Z/r$ and insert $F=br$:

$$G'+\frac Gr=\left(2c+\frac{Z\alpha}{r}\right)br .$$

Multiplication by $r$ makes the left side $(rG)'$. Integrating, and dropping the irregular solution $G\propto1/r$, gives

$$g=b\left(\frac{2cr}{3}+\frac{Z\alpha}{2}\right).$$

The first term is $Ar$. The second is the response of the large component to the strong potential.

The effect on $f$ follows from the second radial equation, with $\varepsilon$ neglected beside $V$:

$$f'=-\frac{Z\alpha}{r}g=-b\left[\frac{2Z}{3}+\frac{(Z\alpha)^2}{2r}\right].$$

Going inward from $r_1$ to $R$, $f$ changes by a relative amount of order $Zr_1$, which is ordinary variation on the atomic scale, plus $\tfrac12(Z\alpha)^2\ln(r_1/R)$. At low $Z$ the amplitude $b$ therefore survives down to the nucleus.

Inside a smooth extended nucleus $|V|$ is of order $Z/R$. Then $g/b$ is at most of order $Z\alpha+cR$, and $f$ changes by a relative amount of order $Z\alpha(Z\alpha+cR)$. Both $F_0$ and $F$ are thus $br$ at leading order, and the large-component product is smaller by order $(Z\alpha+cR)^2$. With the $k=0$ moment,

$$\Delta E(np_{1/2})=b^2\frac{Z\langle r^2\rangle}{6}=\frac{Z^6(n^2-1)\langle r^2\rangle}{6n^5c^2}.$$

## The ns shift and the ratio

For ns, $g\approx a$. The second radial equation with $\kappa=-1$ gives $(rF)'=-Z\alpha\,ar$, so $f=-Z\alpha a/2$. Its square is suppressed by $(Z\alpha)^2/4$. The first radial equation then gives

$$g'=\left(2c+\frac{Z\alpha}{r}\right)f=-a\left[Z+\frac{(Z\alpha)^2}{2r}\right],$$

so $g$ has the same logarithmic growth as the p1/2 small component. At leading order

$$\Delta E(ns)=a^2\frac{Z\langle r^2\rangle}{6}=\frac{2Z^4\langle r^2\rangle}{3n^3}.$$

The nuclear moment cancels from the ratio:

$$\frac{\Delta E(np_{1/2})}{\Delta E(ns)}=\frac{b^2}{a^2}=\frac{9}{4c^2}\,\frac{Z^2}{9}\left(1-\frac1{n^2}\right)=(Z\alpha)^2\frac{n^2-1}{4n^2}.$$

The common logarithm cancels as well, but corrections of order $(Z\alpha+cR)^2$ remain. The ratio is therefore more accurate than either shift when the logarithm dominates the neglected terms, as in the example below. The factor is $3/16$ at $n=2$ and approaches $1/4$ at large $n$.

## Why p3/2 is negligible

For $\kappa=-2$ and $G=Ar^2$, the second radial equation gives $(r^2F)'=-Z\alpha Ar^3$, hence $f=-Z\alpha Ar/4$. There is no constant term, and $f^2/g^2=(Z\alpha)^2/16$. The large component dominates, and the $k=2$ moment gives

$$\Delta E(np_{3/2})=A^2\frac{Z\langle r^4\rangle}{20}=\frac{Z^6(n^2-1)\langle r^4\rangle}{45n^5}.$$

Relative to p1/2,

$$\frac{\Delta E(np_{3/2})}{\Delta E(np_{1/2})}=\frac{2c^2}{15}\frac{\langle r^4\rangle}{\langle r^2\rangle}.$$

This is of order $(cR)^2$, the squared ratio of nuclear radius to Compton length. Low $Z$ alone does not make it small. If $R$ were much larger than $1/c$, the large component would dominate p1/2 too.

## Comparison with the Dirac equation

Take $Z=10$ and a uniformly charged sphere of rms radius 3 fm, so that $\langle r^2\rangle=3.214\times10^{-9}$ and $\langle r^4\rangle=1.2297\times10^{-17}$ in powers of the bohr. For $n=2$,

$$\Delta E(2s)=\frac{2\times10^4\times3.214\times10^{-9}}{3\times8}=2.678\times10^{-6}\ \text{hartree}.$$

With $(Z\alpha)^2=0.0053251$, the 2p1/2 ratio is $0.0053251\times3/16=9.985\times10^{-4}$, giving $2.674\times10^{-9}$ hartree. The further factor for 2p3/2 is

$$\frac{2}{15}(137.036)^2\,\frac{1.2297\times10^{-17}}{3.214\times10^{-9}}=9.58\times10^{-6}.$$

The numerical check solves the Dirac equation with the extended nucleus, without perturbation theory:

| Level | Leading (hartree) | Dirac (hartree) | Dirac (eV) | Small-component share |
|---|---|---|---|---|
| 2s | $2.678\times10^{-6}$ | $2.805\times10^{-6}$ | $7.63\times10^{-5}$ | 0.05% |
| 2p1/2 | $2.674\times10^{-9}$ | $2.811\times10^{-9}$ | $7.65\times10^{-8}$ | 99.93% |
| 2p3/2 | $2.562\times10^{-14}$ | $2.624\times10^{-14}$ | $7.14\times10^{-13}$ | 0.02% |

The shares come from the two terms of the identity. The Dirac shifts of 2s and 2p1/2 exceed their leading values by 4.7% and 5.1%, but their ratio exceeds the law by only 0.35%, as the common logarithm suggests. For $n=3$ and 4 the excess is 0.35% and 0.34%.

At the same nuclear radius and $n=2$, the ratio exceeds the law by 0.01% at $Z=1$, 1.3% at $Z=20$ and 5.2% at $Z=40$. Replacing the sphere by a charged shell of equal rms radius changes the 2s and 2p1/2 shifts at $Z=10$ by less than 0.01%, in line with their leading dependence on $\langle r^2\rangle$ alone.

The role of the small component can be tested by suppressing it. With $c$ multiplied by $10^5$ at fixed $Z$ and $R$, the 2p1/2 shift falls to $2.561\times10^{-14}$ hartree. This agrees within 0.1% with the large-component formula, which gives $2.562\times10^{-14}$ hartree.

## Computed results

```
nuclear charge Z: 10
rms nuclear radius: 3.000 fm
uniform-sphere radius R: 3.87298 fm
rms nuclear radius: 5.669178e-05 bohr
mean r^2: 3.213958e-09 bohr^2
mean r^4: 1.229706e-17 bohr^4
speed of light c: 137.035999 atomic units
reduced Compton length: 386.1593 fm
(Z alpha)^2: 0.0053251 (no unit)
Z/R divided by 2c^2: 3.6379 (no unit)
point 2p1/2 g/f at R: 0.043173 leading (no unit)
2s1/2 leading shift: 2.678299e-06 hartree
2s1/2 Dirac shift: 2.805146e-06 hartree
2s1/2 Dirac shift: 7.633190e-05 eV
2s1/2 Dirac/leading - 1: 4.7361 percent
2s1/2 small-component share: 0.05215 percent
2p1/2 leading shift: 2.674182e-09 hartree
2p1/2 Dirac shift: 2.810721e-09 hartree
2p1/2 Dirac shift: 7.648361e-08 eV
2p1/2 Dirac/leading - 1: 5.1058 percent
2p1/2 small-component share: 99.93190 percent
2p3/2 leading shift: 2.561887e-14 hartree
2p3/2 Dirac shift: 2.623869e-14 hartree
2p3/2 Dirac shift: 7.139912e-13 eV
2p3/2 Dirac/leading - 1: 2.4194 percent
2p3/2 small-component share: 0.02092 percent
2p1/2 to 2s leading ratio: 9.9846290e-04 (no unit)
2p1/2 to 2s Dirac ratio: 1.0019875e-03 (no unit)
2p3/2 to 2p1/2 leading ratio: 9.580078e-06 (no unit)
2p3/2 to 2p1/2 Dirac ratio: 9.335219e-06 (no unit)
Z=10, n=2, Dirac ratio/law: 1.0035300 (no unit)
Z=10, n=3, Dirac ratio/law: 1.0034554 (no unit)
Z=10, n=4, Dirac ratio/law: 1.0034069 (no unit)
Z=1, n=2, Dirac ratio/law: 1.0001004 (no unit)
Z=20, n=2, Dirac ratio/law: 1.0129959 (no unit)
Z=40, n=2, Dirac ratio/law: 1.0517922 (no unit)
Z=1, 2p1/2 f(R)^2/leading - 1: 0.0484 percent
Z=10, 2p1/2 f(R)^2/leading - 1: 4.6017 percent
shell/sphere 2s shift - 1: 0.0094 percent
shell/sphere 2p1/2 shift - 1: 0.0078 percent
factor applied to c: 100000 (no unit)
2p1/2 shift with enlarged c: 2.560702e-14 hartree
```
